# Full-transmission phonon conductance with linear and sine dispersion

## Problem

Two identical crystals meet at a plane that transmits every phonon reaching it. Each crystal is harmonic and isotropic, with one longitudinal and two transverse acoustic branches. A branch \(p\) has sound speed \(c_p\), and its wavevectors fill the sphere \(k<k_m\). With \(n\) primitive cells per volume, the sphere must hold \(n\) modes per volume and branch:
\[
\frac{1}{(2\pi)^3}\,\frac{4\pi k_m^3}{3}=n
\quad\Rightarrow\quad k_m^3=6\pi^2 n .
\]

Two dispersion laws are compared, with \(c_p\) and \(k_m\) held fixed:
\[
\omega_{\rm lin}=c_pk,\qquad
\omega_{\rm sin}=\frac{2c_pk_m}{\pi}\sin\frac{\pi k}{2k_m}.
\]
The second has slope \(c_p\) at \(k=0\) and is flat at \(k=k_m\).

The conductance per area \(G\) is the net heat flux divided by \(T_1-T_2\), for a small difference between the temperatures of the phonons arriving from the two sides.

(a) By what factor does \(G\) change in the classical limit, \(k_BT\gg\hbar\omega\) for all modes, when the linear law is replaced by the sine law?
(b) Which part of the spectrum causes the change?
(c) What happens on cooling?
(d) How large are the conductances for a germanium-like joint at 300 K, and how far can they be trusted?

## First estimate by scaling

A conductance of this kind scales as heat capacity per volume times a typical speed, \(G\sim C\bar v\). Classically each mode contributes \(k_B\), so \(C=3nk_B\) for both laws. Only the speed changes.

A simple typical speed is the top frequency divided by the cutoff wavevector. It equals \(c_p\) for the linear law and \(2c_p/\pi\) for the sine law. The estimate is therefore
\[
\frac{G_{\rm lin}}{G_{\rm sin}}\sim\frac{\pi}{2}\approx1.57 .
\]

## Exact solution

**From the flux to one integral.** Let \(z\) point from side 1 to side 2. Phonons with \(v_z>0\) carry the temperature \(T_1\). Those moving the other way carry \(T_2\), and by symmetry their flux has the same form. The net flux is
\[
q=\sum_p\int_{v_z>0}\frac{d^3k}{(2\pi)^3}\,\hbar\omega\,v_z\,[n_B(T_1)-n_B(T_2)],
\qquad n_B=\frac{1}{e^{y}-1},\quad y=\frac{\hbar\omega}{k_BT}.
\]
For a small difference the bracket becomes \((T_1-T_2)\,\partial n_B/\partial T\). Since \(\partial y/\partial T=-y/T\),
\[
\hbar\omega\frac{\partial n_B}{\partial T}
=\hbar\omega\,\frac{y}{T}\,\frac{e^y}{(e^y-1)^2}
=k_B\,\frac{y^2e^y}{(e^y-1)^2}
=k_B f(y),\qquad
f(y)=\frac{(y/2)^2}{\sinh^2(y/2)} .
\]
The last form uses \((e^y-1)^2=4e^y\sinh^2(y/2)\). For \(y\to0\), \(f\to1\), which is the classical value.

In an isotropic solid the group velocity is parallel to \(\mathbf k\) for both laws, so \(v_z=v\cos\theta\). The angular integral over the forward hemisphere is
\[
2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi .
\]
Dividing by \((2\pi)^3\) leaves \(1/(8\pi^2)\), and the classical conductance is
\[
G=\frac{k_B}{8\pi^2}\sum_p\int_0^{k_m}k^2v_p(k)\,dk .
\]
This equals \(C\langle v\rangle/4\), where \(\langle v\rangle\) is the group speed averaged over all modes. The scaling form was right. What remains is the correct average.

**Linear law.** Here \(v_p=c_p\), and
\[
G_{\rm lin}=\frac{k_B}{8\pi^2}\,\frac{k_m^3}{3}\sum_pc_p
=\frac{k_Bk_m^3}{24\pi^2}\sum_pc_p .
\]

**Sine law.** Differentiation gives
\[
v_p=\frac{2c_pk_m}{\pi}\,\frac{\pi}{2k_m}\cos\frac{\pi k}{2k_m}
=c_p\cos\frac{\pi k}{2k_m}.
\]
With \(x=k/k_m\) and \(a=\pi/2\), the integral needed is \(I=\int_0^1x^2\cos(ax)\,dx\). A first integration by parts, using \(\sin a=1\), gives
\[
I=\left[\frac{x^2\sin ax}{a}\right]_0^1-\frac2a\int_0^1x\sin(ax)\,dx
=\frac1a-\frac2a\int_0^1x\sin(ax)\,dx .
\]
A second one, using \(\cos a=0\), gives
\[
\int_0^1x\sin(ax)\,dx
=\left[-\frac{x\cos ax}{a}\right]_0^1+\frac1a\int_0^1\cos(ax)\,dx
=\frac1{a^2}.
\]
Hence
\[
I=\frac1a-\frac2{a^3}=\frac2\pi-\frac{16}{\pi^3}\approx0.1206,
\qquad
G_{\rm sin}=\frac{k_Bk_m^3}{8\pi^2}\,I\sum_pc_p .
\]

**Answer to (a).** The sum over speeds and the cutoff cancel in the quotient:
\[
\frac{G_{\rm lin}}{G_{\rm sin}}=\frac{1}{3I}
=\frac{\pi^3}{3(2\pi^2-16)}
=\frac{\pi^3}{6(\pi^2-8)}\approx2.764 .
\]
The sine law lowers the conductance by this factor. Equivalently, the mean group speed falls to \(3I\approx0.362\) of the sound speed.

Two numerical sums that do not use the integral \(I\) agree. Adding up \(v_z\) on a three-dimensional grid, with 120 points per axis in each octant of the cutoff sphere, gives 2.7642. Counting the transverse wavevectors one by one at 400 frequencies, with \(k_m\) equal to 150 grid spacings, gives 2.7643.

## Which phonons are responsible

Since \(v\,dk=d\omega\), the same conductance can be written as an integral over frequency:
\[
G=\frac{k_B}{2\pi}\sum_p\int M_p(\omega)\,d\omega,\qquad
M_p=\frac{k_p(\omega)^2}{4\pi}.
\]
\(M_p\) is the number of transmission channels per area. The transverse wavevectors available at frequency \(\omega\) fill a disc of area \(\pi k_p^2\), and each occupies \((2\pi)^2\) per unit interface area.

Inverting the sine law gives
\[
k=\frac{2k_m}{\pi}\arcsin u,\qquad u=\frac{\pi\omega}{2c_pk_m},
\]
while the linear law gives \(k=(2k_m/\pi)u\). Because \(\arcsin u>u\) for \(0<u\le1\), the sine law gives each branch more channels at every frequency the branch still reaches. Its band, however, ends at \(u=1\), which is \(2/\pi\) of the linear cutoff.

For the linear law the integral of \(M_p\) grows as \(\omega^3\). The share it carries below the end of the sine band is
\[
\left(\frac2\pi\right)^3\approx0.258,
\]
so about 74% lies above. Within the common band the sine law conducts more, by the factor
\[
\frac{3I}{(2/\pi)^3}\approx1.40 .
\]
The product \(0.258\times1.40\approx0.362\) recovers the result. This answers (b): the reduction comes from the missing upper band, and the extra channels below it make up for only part of the loss.

It also shows how much the matching rule matters. If the linear law were cut off at the top frequency of the sine law, with the sound speed still held fixed, the sine law would have the larger conductance, by 1.40. That comparison gives the linear solid only 26% of the modes, so the heat capacities would no longer agree.

## Cooling

At finite temperature the factor \(f(y)\) enters each integral. At low temperature only small \(u\) matters, and \(\arcsin^2u\approx u^2(1+u^2/3)\). For one branch the sine conductance then exceeds the linear one by the relative amount
\[
\frac13\left(\frac{\pi k_BT}{2\hbar c_pk_m}\right)^2
\frac{\int_0^\infty y^4f\,dy}{\int_0^\infty y^2f\,dy}.
\]
The two integrals are \(16\pi^6/21\) and \(4\pi^4/15\), with quotient \(20\pi^2/7\). To this order,
\[
\frac{G_{\rm lin}}{G_{\rm sin}}\approx
1-\frac{5\pi^4}{21}\left(\frac{k_BT}{\hbar c_pk_m}\right)^2 .
\]
The ratio approaches 1 from below, because the thermal phonons do not reach the missing band and feel only the extra channels.

For the three-branch example below, the full integrals give 0.968 at 10 K, 1 at about 27 K, 2.12 at 100 K, 2.66 at 300 K and 2.75 at 1000 K. The factor 2.76 is thus a high-temperature limit.

## A germanium-like joint at 300 K

Take \(n=22\ \mathrm{nm^{-3}}\), \(c_L=5.3\) km/s and \(c_T=3.2\) km/s, which are rough typical values for germanium. The cutoff is
\[
k_m=(6\pi^2\times22)^{1/3}\ \mathrm{nm^{-1}}\approx10.9\ \mathrm{nm^{-1}} .
\]
The acoustic heat capacity is \(C=3nk_B\approx0.911\ \mathrm{MJ/(m^3\,K)}\), and the mean sound speed is \((5.3+2\times3.2)/3=3.9\) km/s. Therefore
\[
G_{\rm lin}=\tfrac14\,(0.911\times10^6)(3.9\times10^3)\ \mathrm{W/(m^2K)}
\approx888\ \mathrm{MW/(m^2K)},
\]
\[
G_{\rm sin}\approx0.3618\times888\approx321\ \mathrm{MW/(m^2K)} .
\]

The classical limit is fair but not perfect here. The linear bands end at 38 meV (longitudinal) and 23 meV (transverse), the sine bands at 24 and 15 meV, while \(k_BT\approx26\) meV. Quantum occupation lowers \(G_{\rm lin}\) by 6.7%, to 829, and \(G_{\rm sin}\) by 3.0%, to 312 MW/(m² K). The linear law loses more because \(f\approx1-y^2/12\) penalizes its higher frequencies.

Real germanium departs from the sine model in larger ways, sized here with rough inputs at 300 K and full transmission. Its longitudinal branch ends higher, near 28 meV, and its transverse branches flatten near 10 meV along [100], though not at this height in every direction. As a trial, take curves with the same sound speeds and these edges: a parabola for the longitudinal branch, still rising at \(k_m\) with about half the sound speed, and a hyperbolic tangent for the transverse ones. They raise the longitudinal part from about 140 to 230 MW/(m² K) and lower the transverse part from about 170 to 80. The acoustic sum hardly moves, but only because these two changes happen to cancel. The shape matters as much as the edge: a longitudinal cubic with the same initial slope and the same edge, but flat at \(k_m\), would gain only about a quarter over the sine law classically, and the acoustic sum would fall. The cell also holds two atoms, so there are three optical branches. With a top at 37 meV, widths of 8, 3 and 3 meV and a drop shaped as \(\sin^2(\pi k/2k_m)\), they add roughly 115, for a total near 420 MW/(m² K) with the trial curves. A parabolic drop of the same widths would add about 195 instead, for a total near 500. Against this total the linear law is too high by a factor of roughly 2, rather than 2.7. Both the total and this factor are only rough. The trial curves depend on \(|\mathbf k|\) alone, whereas in a real crystal the frequency also varies with direction, and a flat edge at 10 meV in all directions underrates the transverse branches. Sums over the full zone of the diamond lattice, with simple valence-force models fitted to rough germanium frequencies, give about 230 to 300 MW/(m² K) for the two lowest branches, above the sine value rather than below it, and totals of about 560 to 670. Against such totals the factor is about 1.2 to 1.5. Replacing the two isotropic sound speeds by those from rough anisotropic elastic constants, still with the linear law, raises \(G_{\rm lin}\) by 1 to 4% for the [001], [110] and [111] normals.

The assumption a real bonded joint breaks most directly is full transmission, since disorder or a foreign layer at the bond scatters phonons back. If scattering erased all memory of the side of origin, identical sides would give a transmission of 1/2, and the classical sine value would drop to about 161 MW/(m² K). The values for full transmission are therefore ceilings within their models, not predictions for a measured joint. Nor are they the conductance of a local temperature jump: a fully transmitting plane between identical crystals is like any other plane inside the crystal, and the local temperature is continuous across it.

For unlike crystals there is a further condition. Reciprocity makes the total transmission at each frequency the same in both directions, so it cannot exceed the channel number of either side. All phonons of one crystal can cross only if the other offers at least as many channels, summed over branches, at every frequency.

## Comparison of the estimate with the solution

The scaling estimate, 1.57, is 43% below the exact 2.76. The reason lies in its typical speed:
\[
\frac{\omega(k_m)}{k_m}=\frac1{k_m}\int_0^{k_m}v\,dk ,
\]
which weights all \(k\) equally. In three dimensions the number of modes grows as \(k^2\), so most of them lie in the outer part of the sphere, where the sine law is slow.

The weight can be varied to show this. In one dimension it is constant, and the ratio is \(\pi/2\approx1.57\), the scaling value. In two dimensions the weight is \(k\), and one integration by parts gives
\[
\frac{1/2}{\int_0^1x\cos(\pi x/2)\,dx}
=\frac{1/2}{2/\pi-4/\pi^2}\approx2.16 .
\]
In three dimensions it is 2.76. The estimate captures the narrower band, a factor \(\pi/2\). The remaining factor, \(2.764/1.571\approx1.76\), is the fall in the channel number averaged over each law's own band.

## Numbers as computed

```
cell density (rough input)        22.0 nm^-3
sound speeds L, T (rough input)   5.3, 3.2 km/s
cutoff wavevector k_m             10.922 nm^-1
classical heat capacity, acoustic 0.911 MJ/(m^3 K)
kB T at 300 K                    25.85 meV
linear band top L, T              38.1, 23.0 meV
sine band top L, T                24.3, 14.6 meV
integral of x^2 cos(pi x/2)       0.120595
mean speed / c, sine law          0.3618
ratio, closed form                2.76407
ratio, 3D grid sum N=120          2.76415
ratio, 3D grid sum N=60           2.76437
ratio, channel count              2.76426
G linear, classical               888.4 MW/(m^2 K)
G sine, classical                 321.4 MW/(m^2 K)
linear-law share below sine top   0.2580
linear-law share above sine top   0.7420
sine gain within common band      1.4022
ratio with Bose factor,    2 K    0.9988
ratio with Bose factor,   10 K    0.9682
ratio with Bose factor,   50 K    1.4552
ratio with Bose factor,  100 K    2.1171
ratio with Bose factor,  300 K    2.6604
ratio with Bose factor, 1000 K    2.7542
temperature where ratio is 1      26.9 K
G linear, Bose, 300 K             829.2 MW/(m^2 K)
G sine, Bose, 300 K               311.7 MW/(m^2 K)
Bose change of G linear, 300 K    -6.7 %
Bose change of G sine, 300 K      -3.0 %
rough edge energies LA, TA        28, 10 meV
rough optical top                 37 meV
rough optical widths              8, 3, 3 meV
G LA, sine law, 300 K             138.9 MW/(m^2 K)
G LA, rough edge, 300 K           228.0 MW/(m^2 K)
G two TA, sine law, 300 K         172.8 MW/(m^2 K)
G two TA, rough edge, 300 K       78.5 MW/(m^2 K)
G three optical, 300 K            115.5 MW/(m^2 K)
G acoustic rough edges + optical  422.0 MW/(m^2 K)
G linear (Bose) / that sum        1.965
rough C11, C12, C44               129, 48, 67 GPa
rough density                     5.32 g/cm^3
anisotropic/isotropic G_lin, [001] 1.0059
anisotropic/isotropic G_lin, [110] 1.0255
anisotropic/isotropic G_lin, [111] 1.0361
G sine, classical, transmission 1/2 160.7 MW/(m^2 K)
```
